# Porosity of Anodized Silicon from Charge, Thickness and Dissolution Valence

## 1. A case with two charges per atom

Take a flat crystal with $N=50\ \mathrm{nm^{-3}}=5.0\times10^{22}\ \mathrm{cm^{-3}}$ atoms per volume. This is a model crystal with a round density; for silicon, its own atom density takes the place of $N$. An anodic current passes $5.0\ \mathrm{C}$ through each square centimetre and leaves a porous layer $4.0\ \mathrm{\mu m}$ thick. Suppose that every dissolved atom costs two elementary charges.

The number of atoms dissolved per area is the charge divided by the charge per atom:

$$
\frac{5.0\ \mathrm{C\,cm^{-2}}}{2\times1.602\times10^{-19}\ \mathrm{C}}
=1.56\times10^{19}\ \mathrm{cm^{-2}} .
$$

Before the etch, the region that is now the layer held

$$
(5.0\times10^{22}\ \mathrm{cm^{-3}})(4.0\times10^{-4}\ \mathrm{cm})
=2.00\times10^{19}\ \mathrm{cm^{-2}} .
$$

The missing fraction is $1.56/2.00=0.78$. Each atom occupied the same volume in the compact crystal, so this is also the void fraction of the layer, its porosity.

The argument rests on three conditions. All the missing atoms were paid for by the measured charge. All of them came from the region now called the layer. Each cost two charges. The third condition is relaxed first; the other two are examined in sections 6 and 7.

**Limit check.** With no charge, no atoms are missing and the porosity is zero. If the charge paid for $2.00\times10^{19}$ atoms per square centimetre, nothing solid would remain and the porosity would be one. A larger computed value cannot describe a layer.

## 2. General valence

Let $Q$ be the total anodic charge, counted positive, through the projected area $A$. Let $d$ be the layer thickness and $P$ the porosity,

$$
P=\frac{V_\text{void}}{A\,d}.
$$

The effective dissolution valence $n$ is the number of elementary charges passed through the external circuit per atom dissolved. The number of dissolved atoms is therefore

$$
\mathcal N=\frac{Q}{n e}.
$$

The compact crystal has volume $1/N$ per atom, so removing $\mathcal N$ atoms opens the volume

$$
V_\text{void}=\frac{\mathcal N}{N}=\frac{Q}{n e N}.
$$

Division by the layer volume gives

$$
\boxed{P=\frac{Q}{n\,e\,N A\,d}}
$$

This requires that the outer surface stays in place, that all dissolved atoms come from the layer, and that the remaining walls do not change volume, for instance by oxidation. Where in the layer the atoms dissolve does not matter for the mean porosity. Atoms that dissolve without current must be counted in $n$ as well; a valence that leaves them out gives too low a porosity, as section 7 shows.

For use with a balance and a density table, write $N=\rho N_\mathrm A/M$, where $\rho$ is the mass density of the compact crystal, $M$ its molar mass and $N_\mathrm A$ the Avogadro constant. Since $eN_\mathrm A=F$, the Faraday constant,

$$
P=\frac{Q}{n\,e\,(\rho N_\mathrm A/M)\,A\,d}
=\frac{Q M}{n F\rho A d}.
$$

The density here is that of the compact crystal, not of the porous layer, because the formula counts atoms that sat in the compact crystal.

**Why $n$ is not the oxidation state.** In hydrofluoric acid silicon ends in the oxidation state $+4$ by either of two overall reactions:

$$
\mathrm{Si+6HF\rightarrow H_2SiF_6+H_2+2H^+}+2e^- ,
$$

$$
\mathrm{Si+6HF\rightarrow H_2SiF_6+4H^+}+4e^- .
$$

In the first, two of the four electrons given up by silicon end up in the hydrogen gas and never enter the external circuit. The ammeter records two charges per atom. In the second it records four.

If a fraction $x$ of the dissolved atoms takes the four-charge route and the rest the two-charge route, the mean charge number per atom is

$$
n=2(1-x)+4x=2+2x .
$$

The limits $x=0$ and $x=1$ return 2 and 4. At fixed $Q$ and $d$, going from one to the other halves the porosity, because each atom then costs twice as much.

A side reaction that carries charge without dissolving silicon also enters $n$. If only a fraction $\eta$ of the charge dissolves the crystal, then $\mathcal N=\eta Q/[(2+2x)e]$. Comparison with $\mathcal N=Q/(ne)$ gives $n=(2+2x)/\eta$, which can exceed 4.

## 3. The same result as a ratio of lengths

Define the thickness of compact crystal that the charge could dissolve:

$$
d_\text{eq}=\frac{Q}{n e N A},
\qquad
P=\frac{d_\text{eq}}{d}.
$$

The etch removes an amount of material equivalent to a compact film of thickness $d_\text{eq}$, but spreads the removal over the greater depth $d$. Porosity measures this spreading. Since $P\le1$, the inputs must satisfy $d\ge d_\text{eq}$. A violation means that an input is wrong or an assumption has failed.

Pore diameter does not appear. Many narrow pores and a few wide ones give the same $P$ if they remove the same volume from the same depth, so charge and thickness cannot tell them apart.

Small errors propagate through the logarithm $\ln P=\ln Q-\ln n-\ln A-\ln d+\text{const}$:

$$
\frac{\delta P}{P}=\frac{\delta Q}{Q}-\frac{\delta n}{n}-\frac{\delta A}{A}-\frac{\delta d}{d}.
$$

A thickness read 1% too large makes $P$ about 1% too small, relative to $P$. The solid fraction $s=1-P$ behaves differently. From $\delta s=-\delta P$,

$$
\frac{\delta s}{s}=-\frac{P}{1-P}\,\frac{\delta P}{P}.
$$

The factor $P/(1-P)$ exceeds one when $P>1/2$ and grows without bound as $P\to1$. For a highly porous layer, a modest relative error in porosity is a large relative error in the amount of solid left.

## 4. Current, front speed and valence that change in time

Let the current density be $j(t)$ and the valence $n(t)$, and let the pore front move inward with speed $v(t)>0$, so that its depth obeys $dz=v\,dt$. During $dt$ the front crosses the volume $A v\,dt$. The charge $jA\,dt$ dissolves $jA\,dt/(ne)$ atoms, which occupied the volume $jA\,dt/(neN)$. The porosity left at that depth is the ratio

$$
P(z)=\frac{jA\,dt/(neN)}{A v\,dt}=\frac{j}{n e N v},
$$

with $j$, $n$ and $v$ taken at the moment when the front passes $z$. This treats the front as thin compared with the depth over which $P$ varies, and it assumes that nothing dissolves behind the front.

Current density alone does not fix porosity. If $j$ and $v$ both double at constant $n$, the porosity is unchanged: twice as many atoms leave per second, from twice the volume. Porosity rises with current if $j$ grows faster than the product $nv$.

The mean over the layer is an average over depth:

$$
P=\frac1d\int_0^d P(z)\,dz
=\frac1d\int_0^T\frac{j}{neNv}\,v\,dt
=\frac{1}{eNd}\int_0^T\frac{j}{n}\,dt ,
$$

where $T$ is the etch duration. The speed cancels because a fast front spreads the same removal over more depth. To recover the form of section 2, use $Q/A=\int_0^T j\,dt$ and require

$$
\frac{1}{eNd}\int_0^T\frac jn\,dt=\frac{1}{n_\text{eff}\,eNd}\int_0^T j\,dt .
$$

Solving for the valence gives

$$
\frac1{n_\text{eff}}=\frac{\int_0^T (j/n)\,dt}{\int_0^T j\,dt}.
$$

The effective valence is the harmonic mean of $n$, weighted by charge. It is also the ordinary mean weighted by dissolved atoms. To see this, let $d\nu=j\,dt/(ne)$ be the atoms dissolved per area in $dt$. Then

$$
\frac{\int n\,d\nu}{\int d\nu}
=\frac{\int j\,dt/e}{\int j\,dt/(ne)}
=\frac{\int j\,dt}{\int (j/n)\,dt}=n_\text{eff}.
$$

The two descriptions agree because a low-valence interval dissolves more atoms per charge and so gets more weight when atoms are counted.

The charge-weighted arithmetic mean $\bar n=\int jn\,dt/\int j\,dt$ is a different quantity. For $j\ge0$ the Cauchy–Schwarz inequality gives

$$
\left(\int jn\,dt\right)\left(\int\frac jn\,dt\right)\ge\left(\int j\,dt\right)^2 ,
$$

and division by $\int j\,dt\int(j/n)\,dt$ yields $\bar n\ge n_\text{eff}$. Using $\bar n$ therefore makes the porosity too small unless $n$ is constant while current flows.

**Limit check.** For constant $n$, both means reduce to $n$. If half the charge passes at $n=2$ and half at $n=4$, then $1/n_\text{eff}=\tfrac12(\tfrac12+\tfrac14)=\tfrac38$. Thus $n_\text{eff}=8/3$, while $\bar n=3$.

As a numerical test, an etch with smoothly varying current, speed and valence was averaged over uniformly spaced depths. The depth average and the total-charge formula both give 0.486630.

## 5. A two-step etch

The model crystal of section 1 is now etched in two steps with prescribed front speeds.

- Step 1: $20\ \mathrm{mA\,cm^{-2}}$ for 100 s, front speed $20\ \mathrm{nm\,s^{-1}}$, $x=0.10$.
- Step 2: $60\ \mathrm{mA\,cm^{-2}}$ for 50 s, front speed $40\ \mathrm{nm\,s^{-1}}$, $x=0.40$.

The valences are $2+2(0.10)=2.20$ and $2+2(0.40)=2.80$. The charges per area are $0.020\times100=2.0$ and $0.060\times50=3.0\ \mathrm{C\,cm^{-2}}$, together $5.0\ \mathrm{C\,cm^{-2}}$. Each step advances the front by $2.0\ \mathrm{\mu m}$, so $d=4.0\ \mathrm{\mu m}$. Charge and thickness are those of section 1; the valence has changed.

With $eN=8.011\times10^{3}\ \mathrm{C\,cm^{-3}}$, the local porosities are

$$
P_1=\frac{0.020}{2.20\,(8.011\times10^{3})(2.0\times10^{-6})}=0.567,
$$

$$
P_2=\frac{0.060}{2.80\,(8.011\times10^{3})(4.0\times10^{-6})}=0.669 .
$$

The current rises by a factor of 3, but the porosity by only

$$
\frac{P_2}{P_1}=\frac{3}{2\times(2.80/2.20)}=1.18 ,
$$

because the front moves twice as fast and each atom costs more charge.

The effective valence follows from the two charges:

$$
n_\text{eff}=\frac{5.0}{2.0/2.20+3.0/2.80}=\frac{5.0}{1.9805}=2.525 .
$$

The equivalent compact thickness and the mean porosity are

$$
d_\text{eq}=\frac{5.0}{2.525\,(8.011\times10^{3})}\ \mathrm{cm}=2.47\ \mathrm{\mu m},
\qquad
P=\frac{2.47}{4.0}=0.618,
$$

or 61.8%. This is midway between $P_1$ and $P_2$ because the two sublayers are equally thick. Their unequal charges and durations do not set the weights in an average over depth.

Two other choices of valence show the size of the error. The arithmetic mean, 2.56, gives $P=0.610$, which is 1.4% too low relative to 0.618. Assuming two charges per atom returns the 0.780 of section 1, which is 26% too high on the same basis. In this example, knowing that the valence differs from 2 matters far more than how its values are averaged.

**A count of atoms.** The same etch was followed slab by slab. Each thin slab received the charge delivered while the front crossed it. Randomly chosen atoms were removed, each at a cost of two or four charges drawn with the stated probabilities, until the charge was spent. Counting empty sites gives 0.5673 and 0.6688 for the two sublayers and 0.6181 for the whole. Charge divided by removed atoms gives a valence of 2.5246. All agree with the formulas within the tolerances set for random sampling and whole-atom rounding. The count tests the bookkeeping of charge, atoms and depth. It does not test whether a real crystal would follow the prescribed front speeds and valences.

## 6. What must be measured independently

Thickness can be read from a cross-section and charge from the integrated current. The valence needs its own source. One source is the mass loss. Let $m_1$ be the sample mass before anodization, $m_2$ the mass after it, and $m_3$ the mass after the porous layer has been stripped without attack on the crystal beneath. Provided the walls gain no mass, as they would from oxide or adsorbed species, the dissolved amount is $(m_1-m_2)/M$ moles, so

$$
n=\frac{Q M}{F(m_1-m_2)}.
$$

Inserting this in the molar form for the same sample gives

$$
P=\frac{QM}{F\rho Ad}\,\frac{F(m_1-m_2)}{QM}
=\frac{m_1-m_2}{\rho A d}.
$$

The charge has cancelled. What remains is gravimetry, since with a fixed outer surface $\rho Ad=m_1-m_3$ is the mass that the layer region had when compact. The charge formula adds information when $n$ was found on other samples etched under matching conditions. It then gives the porosity of a new sample without weighing or stripping it.

**A receding surface.** Suppose that the outer surface is dissolved back by $r$, as in electropolishing, and that the remaining layer has thickness $L$ and porosity $P$. The total removal per area, expressed as compact thickness, is

$$
d_\text{eq}=r+PL .
$$

Dividing by the visible thickness $L$ gives $d_\text{eq}/L=P+r/L$. The formula would overstate the porosity by $r/L$, and the result can exceed one. The corrected porosity is $P=(d_\text{eq}-r)/L$, which returns the earlier result when $r=0$. This holds when all the receded material is counted in $d_\text{eq}$, that is, when it was paid for by charge or included in $n$. If the top was first made porous by the current and its skeleton was then lost without current, the charge covers only the pores. For uniform porosity $d_\text{eq}=P(r+L)$ in that case, and the correction above would give too low a value.

## 7. The cost of neglecting chemical dissolution

The remaining condition is that the measured charge paid for every missing atom. It fails if the pore walls also dissolve without current. To estimate the error, let the wall material dissolve without current at a first-order rate $k$, uniformly through the layer, while the front advances at constant speed for a time $T$. Current density and electrochemical valence are constant, and the outer surface is still taken as fixed. Let $n$ now denote this electrochemical valence, which leaves out the atoms dissolved without current, and let $P$ denote the porosity that the charge formula gives with it. This is the porosity at the front.

Material formed at time $s$ starts with solid fraction $1-P$ and has age $T-s$ at the end. Its solid fraction is then $(1-P)e^{-k(T-s)}$. At constant speed, equal times correspond to equal depths, so the mean solid fraction is a time average. With the substitution $u=T-s$,

$$
\frac{1-P}{T}\int_0^T e^{-k(T-s)}\,ds
=\frac{1-P}{T}\int_0^T e^{-ku}\,du
=(1-P)\frac{1-e^{-kT}}{kT}.
$$

The true mean porosity is

$$
P_\text{true}=1-(1-P)\frac{1-e^{-kT}}{kT}.
$$

For small $kT$, the expansion $e^{-kT}=1-kT+\tfrac12(kT)^2-\dots$ gives $(1-e^{-kT})/(kT)\approx1-\tfrac12kT$, and hence

$$
P_\text{true}\approx P+\tfrac12(1-P)kT .
$$

The factor one half comes from the mean age of the material, $T/2$: to first order, the walls have lost on average the fraction $k\,(T/2)=\tfrac12kT$ of their solid. The factor $1-P$ comes from the assumed rate law, in which the loss is proportional to the remaining solid. Real walls dissolve at their surface, so the loss follows the pore area instead. For separate cylindrical pores of radius $a$ whose walls recede at speed $w$, $P\propto a^2$ gives $dP/dt=2Pw/a$, which corresponds to $k=2Pw/[(1-P)a]$. Thus $k$ is not a material constant: it depends on pore radius and porosity and changes as the pores widen. A constant $k$ is a fair description only while $kT$ is small.

**Limit check.** As $kT\to0$, $P_\text{true}\to P$. As $kT\to\infty$, the mean solid fraction falls as $(1-P)/(kT)$ and $P_\text{true}\to1$. In between, $1-e^{-y}\le y$ for $y\ge0$ ensures $P_\text{true}\ge P$. Within this model the charge formula with the electrochemical valence gives a lower bound. In the model, the top of the layer is the oldest part and becomes the most porous, so a depth gradient appears even though the current was constant; in a real layer a change of $n$ or $v$ with depth adds a gradient of its own. The limit of large $kT$ is formal. Walls that recede at their surface vanish in a finite time: in a hexagonal array of cylindrical pores with initial porosity 0.567 and the same initial loss rate, they are pierced near $kt=0.7$ and gone near $kt=1.2$, where $t$ is their age, after which the outer surface is no longer fixed.

Take step 1 alone, with $P=0.5674$, $T=100\ \mathrm s$ and $k=5\times10^{-4}\ \mathrm{s^{-1}}$, so that $kT=0.05$. The linear estimate is

$$
P_\text{true}\approx0.5674+\tfrac12(0.4326)(0.05)=0.578 .
$$

The full expression also gives 0.578, and so does a test in which slabs of different ages are followed in small time steps. The charge formula is low by 0.011 in porosity, about 1.8% of the true value. The neglect is justified when $\tfrac12(1-P)kT$ is small compared with the accuracy required.

Chemical loss also disturbs a valence found by weighing. The charge still corresponds to the porosity $P$, but the missing mass corresponds to $P_\text{true}$. The apparent valence is therefore

$$
n_\text{app}=n\,\frac{P}{P_\text{true}}
=2.20\times\frac{0.5674}{0.5780}=2.16 .
$$

It lies below the electrochemical valence because atoms that cost no charge have been included in the count. Inserted in the charge formula for the same sample, $n_\text{app}$ gives $P\,n/n_\text{app}=P_\text{true}$, as the cancellation in section 6 requires. Carried over to a sample with another etch duration, it brings along a chemical contribution that belongs to the first sample. An apparent valence that falls as the etch is prolonged at constant current, front speed and electrochemical valence is what this model predicts. Such a fall does not prove chemical loss. With no chemical loss at all, an electrochemical valence drifting down from 2.20 by $8\times10^{-4}$ per second also gives 2.16 after 100 s, and an upward drift can hide the fall or reverse it. The signal is also small: at the density of silicon, the chemical part in this example is about $5\ \mathrm{\mu g}$ of a mass loss near $0.26\ \mathrm{mg}$ per square centimetre.

## Calculated quantities

```
Elementary charge: 1.602177e-19 C
Model atom density: 50.0 nm^-3
Model molar mass: 30.0 g/mol
Model compact density: 2.4908 g/cm^3
Step 1 current density: 20.0 mA/cm^2
Step 1 duration: 100.0 s
Step 1 front speed: 20.0 nm/s
Step 1 four-charge atom fraction: 0.10 (dimensionless)
Step 1 valence: 2.20 (dimensionless)
Step 1 charge per area: 2.000 C/cm^2
Step 1 thickness: 2.000 micrometre
Step 1 local porosity, formula: 0.5674 (fraction)
Step 1 local porosity, atom count: 0.5673 (fraction)
Step 2 current density: 60.0 mA/cm^2
Step 2 duration: 50.0 s
Step 2 front speed: 40.0 nm/s
Step 2 four-charge atom fraction: 0.40 (dimensionless)
Step 2 valence: 2.80 (dimensionless)
Step 2 charge per area: 3.000 C/cm^2
Step 2 thickness: 2.000 micrometre
Step 2 local porosity, formula: 0.6687 (fraction)
Step 2 local porosity, atom count: 0.6688 (fraction)
Total charge per area: 5.000 C/cm^2
Total thickness: 4.000 micrometre
Effective valence, harmonic: 2.5246 (dimensionless)
Effective valence, atom count: 2.5246 (dimensionless)
Arithmetic mean valence: 2.5600 (dimensionless)
Equivalent compact thickness: 2.4723 micrometre
Mean porosity, formula: 0.6181 (fraction) = 61.81 percent
Mean porosity, molar form: 0.6181 (fraction)
Mean porosity, atom count: 0.6181 (fraction)
Porosity with arithmetic valence: 0.6095 (fraction)
Porosity if valence 2 is assumed: 0.7802 (fraction)
Smooth etch porosity, depth average: 0.486630 (fraction)
Smooth etch porosity, charge formula: 0.486630 (fraction)
Chemical loss rate, step 1 alone: 0.0005 s^-1
Rate times duration: 0.0500 (dimensionless)
Porosity with chemical loss, formula: 0.57805 (fraction)
Porosity with chemical loss, stepped: 0.57804 (fraction)
Porosity with chemical loss, linear: 0.57822 (fraction)
Apparent valence from mass loss: 2.1595 (dimensionless)
```
